# The LAPW sphere overlap as a single sum over l: a program that tests the result

```python
"""
Result under test: overlap of two LAPW basis functions inside one sphere,
  S = (4 pi/Omega) exp(i(K'-K).tau)
      * sum_l (2l+1) P_l(cos theta) (a_l a_l' + N_l b_l b_l').
Omega: cell volume; tau: sphere centre; R: sphere radius;
theta: angle between K and K'; u_l: normalized radial solution at energy E;
udot_l: its energy derivative; N_l = <udot_l|udot_l>;
a_l, b_l: make a*u + b*udot match j_l(Kr) in value and slope at R.
Rydberg units: H = -Laplacian + V, lengths in bohr, energies in Ry.
Model potential in the sphere: V(r) = -2Z/r + 2Z/R.
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, eval_legendre, lpmv

SIDE, R, Z, ENERGY = 6.0, 2.0, 4.0, 0.5
LMAX, LBIG = 8, 12
OMEGA = SIDE**3
TAUS = SIDE * np.array([[0.0, 0.0, 0.0], [0.4, 0.5, 0.5]])
BLOCH = np.array([0.1, 0.2, 0.3])
G_LIST = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 0], [-1, 1, -2]])
K_LIST = 2 * np.pi / SIDE * (BLOCH + G_LIST)

# radial quadrature on (0, R), weight r^2 included
x, w = np.polynomial.legendre.leggauss(60)
r_grid = 0.5 * R * (x + 1)
r_weight = 0.5 * R * w * r_grid**2


def radial(l, energy, charge):
    """Power series for u and udot, normalized on the sphere."""
    n = 90
    c, d = np.zeros(n), np.zeros(n)
    c[0] = 1.0
    shift = 2 * charge / R - energy
    for k in range(1, n):
        den = k * (k + 2 * l + 1)
        c[k] = -2 * charge * c[k - 1]
        d[k] = -2 * charge * d[k - 1]
        if k > 1:
            c[k] += shift * c[k - 2]
            d[k] += shift * d[k - 2] - c[k - 2]
        c[k] /= den
        d[k] /= den
    u = Polynomial(np.concatenate([np.zeros(l), c]))
    ud = Polynomial(np.concatenate([np.zeros(l), d]))
    norm = math.sqrt(np.sum(r_weight * u(r_grid)**2))
    u, ud = u / norm, ud / norm
    ud = ud - u * float(np.sum(r_weight * u(r_grid) * ud(r_grid)))
    return {"u": u(r_grid), "ud": ud(r_grid),
            "uR": u(R), "udR": ud(R),
            "du": u.deriv()(R), "dud": ud.deriv()(R),
            "N": np.sum(r_weight * ud(r_grid)**2)}


def matching(K, rad):
    """Closed-form a_l, b_l for wave number K."""
    a, b = [], []
    for l, f in enumerate(rad):
        j = spherical_jn(l, K * R)
        dj = K * spherical_jn(l, K * R, derivative=True)
        a.append(R**2 * (dj * f["udR"] - j * f["dud"]))
        b.append(R**2 * (f["du"] * j - f["uR"] * dj))
    return np.array(a), np.array(b)


def l_terms(Kv, Kw, rad):
    """Terms of the l sum, prefactor included, phase left out."""
    K, Kp = np.linalg.norm(Kv), np.linalg.norm(Kw)
    cos_t = np.clip(Kv @ Kw / (K * Kp), -1, 1)
    a, b = matching(K, rad)
    ap, bp = matching(Kp, rad)
    ls = np.arange(len(rad))
    N = np.array([f["N"] for f in rad])
    return (4 * np.pi / OMEGA * (2 * ls + 1) * eval_legendre(ls, cos_t)
            * (a * ap + N * b * bp))


def ball(q):
    """Integral of exp(i q.r) over a ball of radius R at the origin."""
    if q < 1e-12:
        return 4 * np.pi * R**3 / 3
    return 4 * np.pi * R**2 * spherical_jn(1, q * R) / q


rad_big = [radial(l, ENERGY, Z) for l in range(LBIG + 1)]
rad = rad_big[:LMAX + 1]

# --- radial functions: Wronskian, energy derivative, direct integration
wronskian_error = 0.0
derivative_error = 0.0
h = 1e-4
for l, f in enumerate(rad):
    value = R**2 * (f["du"] * f["udR"] - f["uR"] * f["dud"])
    wronskian_error = max(wronskian_error, abs(value - 1))
    diff = (radial(l, ENERGY + h, Z)["u"]
            - radial(l, ENERGY - h, Z)["u"]) / (2 * h)
    derivative_error = max(derivative_error, np.max(abs(diff - f["ud"])))
assert wronskian_error < 1e-9
assert derivative_error < 1e-6

ode_error = 0.0
for l in range(3):
    r0 = 1e-3

    def rhs(r, y, l=l):
        pot = l * (l + 1) / r**2 - 2 * Z / r + 2 * Z / R - ENERGY
        return [y[1], pot * y[0]]

    start = [1.0, (l + 1) / r0 - Z / (l + 1)]
    sol = solve_ivp(rhs, (r0, R), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    direct = sol.y[:, -1] / np.linalg.norm(sol.y[:, -1])
    f = rad[l]
    series = np.array([R * f["uR"], f["uR"] + R * f["du"]])
    series /= np.linalg.norm(series)
    ode_error = max(ode_error, np.max(abs(direct - series)))
# the start values are correct only to relative order r0^2
assert ode_error < 1e-4

# --- angular grid and explicit spherical harmonics
ct, wt = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
CT, PH = [g.ravel() for g in np.meshgrid(ct, phi, indexing="ij")]
ang_weight = np.repeat(wt, 48) * 2 * np.pi / 48
ST = np.sqrt(1 - CT**2)
normals = np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], axis=1)
Y, l_of = [], []
for l in range(LMAX + 1):
    for m in range(-l, l + 1):
        p = abs(m)
        fac = math.sqrt((2 * l + 1) / (4 * np.pi)
                        * math.factorial(l - p) / math.factorial(l + p))
        y = fac * lpmv(p, l, CT) * np.exp(1j * p * PH)
        Y.append(y if m >= 0 else (-1)**p * y.conj())
        l_of.append(l)
Y = np.array(Y)


def augmented(Kv, tau):
    """Basis function on the sphere grid, straight from its definition:
    project the plane wave and its slope on the surface, then match."""
    wave = np.exp(1j * ((tau + R * normals) @ Kv)) / math.sqrt(OMEGA)
    slope = 1j * (normals @ Kv) * wave
    f_lm = Y.conj() @ (ang_weight * wave)
    g_lm = Y.conj() @ (ang_weight * slope)
    parts = []
    for i, l in enumerate(l_of):
        f = rad[l]
        mat = np.array([[f["uR"], f["udR"]], [f["du"], f["dud"]]])
        A, B = np.linalg.solve(mat, np.array([f_lm[i], g_lm[i]]))
        parts.append(A * f["u"] + B * f["ud"])
    mismatch = np.max(abs(f_lm @ Y - wave)) * math.sqrt(OMEGA)
    return np.array(parts).T @ Y, mismatch


def integrate(left, right, angular=1.0):
    return r_weight @ (left.conj() * right) @ (ang_weight * angular)


# --- main test: grid integral against the l sum, all pairs, both spheres
main_error = 0.0
pair_grid = 0j
for t, tau in enumerate(TAUS):
    funcs = [augmented(Kv, tau)[0] for Kv in K_LIST]
    for i, Kv in enumerate(K_LIST):
        for j, Kw in enumerate(K_LIST):
            brute = integrate(funcs[i], funcs[j])
            phase = np.exp(1j * (Kw - Kv) @ tau)
            formula = phase * l_terms(Kv, Kw, rad).sum()
            main_error = max(main_error, abs(brute - formula))
            if (i, j) == (0, 1):
                pair_grid += brute
assert main_error < 1e-10

K1, K2 = K_LIST[0], K_LIST[1]
terms = l_terms(K1, K2, rad_big)
sphere_sum = terms[:LMAX + 1].sum()
tail = terms[LMAX + 1:].sum()
structure = np.exp(1j * TAUS @ (K2 - K1)).sum()
assert abs(pair_grid - structure * sphere_sum) < 1e-10
assert abs(tail) < 1e-6
mismatch = max(augmented(Kv, TAUS[1])[1] for Kv in (K1, K2))
assert mismatch < 2e-3

# --- free electrons: the l sum must become the plane-wave ball integral
E_free, angle = 1.5, math.radians(70)
rad_free = [radial(l, E_free, 0.0) for l in range(LBIG + 1)]
q = math.sqrt(E_free)
F1 = q * np.array([0.0, 0.0, 1.0])
F2 = q * np.array([math.sin(angle), 0.0, math.cos(angle)])
free_sum = l_terms(F1, F2, rad_free).sum()
free_ball = ball(np.linalg.norm(F2 - F1)) / OMEGA
free_b = np.max(abs(matching(q, rad_free)[1]))
assert free_b < 1e-9
assert abs(free_sum - free_ball) < 1e-9

# --- ball integral against direct quadrature
points = np.exp(1j * np.outer(r_grid, normals @ (K2 - K1)))
ball_grid = r_weight @ points @ ang_weight
ball_pair = ball(np.linalg.norm(K2 - K1))
assert abs(ball_grid - ball_pair) < 1e-9

# --- a non-spherical weight spoils the dependence on theta alone
P2 = 0.5 * (3 * normals[:, 2]**2 - 1)
original = [augmented(Kv, TAUS[0])[0] for Kv in (K1, K2)]
turned = [augmented(np.roll(Kv, 1), TAUS[0])[0] for Kv in (K1, K2)]
plain = [integrate(*original).real, integrate(*turned).real]
weighted = [integrate(*original, P2).real, integrate(*turned, P2).real]
assert abs(plain[0] - plain[1]) < 1e-10
assert abs(weighted[0] - weighted[1]) > 1e-3

# --- full overlap elements: interstitial plus spheres
full_off = structure * (sphere_sum - ball_pair / OMEGA)
diag_sphere = l_terms(K1, K1, rad).sum()
full_diag = 1 + len(TAUS) * (diag_sphere - ball(0.0) / OMEGA)

k1, k2 = np.linalg.norm(K1), np.linalg.norm(K2)
cos_theta = K1 @ K2 / (k1 * k2)
a1, b1 = matching(k1, rad)
a2, b2 = matching(k2, rad)
print(f"cell side {SIDE} bohr, volume {OMEGA} bohr^3")
print(f"sphere radius {R} bohr, Z {Z}, E_l {ENERGY} Ry, lmax {LMAX}")
print("second centre / side:", TAUS[1] / SIDE)
print("k in units 2pi/side:", BLOCH)
print("G, G' in units 2pi/side:", G_LIST[0], G_LIST[1])
print(f"|K| {k1:.6f}, |K'| {k2:.6f} bohr^-1")
print(f"KR {k1 * R:.6f}, K'R {k2 * R:.6f}, cos theta {cos_theta:.6f}")
print("a in bohr^1.5, b in Ry bohr^1.5, N in Ry^-2")
print("l: a, a', b, b'")
for l in range(LMAX + 1):
    print(f"{l}: {a1[l]:.4e} {a2[l]:.4e} {b1[l]:.4e} {b2[l]:.4e}")
print("l: N, P_l, term of the sum with 4pi/Omega")
for l in range(LMAX + 1):
    print(f"{l}: {rad[l]['N']:.4e} {eval_legendre(l, cos_theta):.6f}"
          f" {terms[l]:.4e}")
print(f"sphere l sum, no phase: {sphere_sum:.8f}")
print(f"tail l={LMAX + 1}..{LBIG}: {tail:.2e}")
print(f"plane-wave ball integral/Omega: {ball_pair / OMEGA:.8f}")
print(f"structure factor, two spheres: {structure:.6f}")
print(f"both spheres, formula: {structure * sphere_sum:.8f}")
print(f"both spheres, grid integral: {pair_grid:.8f}")
print(f"full overlap K,K': {full_off:.8f}")
print(f"one-sphere diagonal K,K: {diag_sphere:.8f}")
print(f"full overlap K,K: {full_diag:.8f}")
print(f"terms per pair: l sum {len(rad)}, lm sum {len(l_of)}")
print(f"largest formula-grid difference: {main_error:.1e}")
print(f"surface mismatch / plane-wave amplitude: {mismatch:.1e}")
print(f"Wronskian error: {wronskian_error:.1e}")
print(f"free case: E {E_free} Ry, angle {math.degrees(angle):.0f} deg")
print(f"free l sum {free_sum:.8f}, ball/Omega {free_ball:.8f}")
print(f"free case largest |b|: {free_b:.1e} Ry bohr^1.5")
print(f"overlap, pair and turned pair: {plain[0]:.6f} {plain[1]:.6f}")
print(f"P2-weighted, same pairs: {weighted[0]:.6f} {weighted[1]:.6f}")
print("done: every assertion held")
```

Running it gives:

```
cell side 6.0 bohr, volume 216.0 bohr^3
sphere radius 2.0 bohr, Z 4.0, E_l 0.5 Ry, lmax 8
second centre / side: [0.4 0.5 0.5]
k in units 2pi/side: [0.1 0.2 0.3]
G, G' in units 2pi/side: [1 0 0] [0 1 0]
|K| 1.212219, |K'| 1.299538 bohr^-1
KR 2.424438, K'R 2.599076, cos theta 0.306295
a in bohr^1.5, b in Ry bohr^1.5, N in Ry^-2
l: a, a', b, b'
0: -9.2745e-01 -8.4030e-01 2.5846e-01 5.6373e-02
1: 7.1476e-01 7.7729e-01 -9.5603e-01 -9.0376e-01
2: 3.2211e-01 3.5303e-01 2.4409e-02 9.3721e-02
3: 1.0013e-01 1.1843e-01 3.8187e-02 6.9798e-02
4: 2.5122e-02 3.2052e-02 1.3205e-02 2.3697e-02
5: 5.2250e-03 7.1803e-03 3.1925e-03 5.9388e-03
6: 9.2629e-04 1.3696e-03 6.1873e-04 1.2124e-03
7: 1.4305e-04 2.2739e-04 1.0141e-04 2.1075e-04
8: 1.9571e-05 3.3426e-05 1.4478e-05 3.2026e-05
l: N, P_l, term of the sum with 4pi/Omega
0: 7.0104e-02 1.000000 4.5399e-02
1: 1.8627e-01 0.306295 3.8304e-02
2: 7.5879e-03 -0.359275 -1.1886e-02
3: 1.9246e-03 -0.387604 -1.8725e-03
4: 7.8764e-04 0.061694 2.6019e-05
5: 3.9666e-04 0.344097 8.2632e-06
6: 2.2520e-04 0.141812 1.3608e-07
7: 1.3852e-04 -0.214273 -6.0828e-09
8: 9.0307e-05 -0.247143 -1.5991e-10
sphere l sum, no phase: 0.06997952
tail l=9..12: 6.00e-13
plane-wave ball integral/Omega: 0.05539849
structure factor, two spheres: 1.809017+0.587785j
both spheres, formula: 0.12659414+0.04113293j
both spheres, grid integral: 0.12659414+0.04113293j
full overlap K,K': 0.02637733+0.00857052j
one-sphere diagonal K,K: 0.20381021
full overlap K,K: 1.09733967
terms per pair: l sum 9, lm sum 81
largest formula-grid difference: 3.6e-14
surface mismatch / plane-wave amplitude: 1.2e-04
Wronskian error: 1.3e-13
free case: E 1.5 Ry, angle 70 deg
free l sum 0.06256393, ball/Omega 0.06256393
free case largest |b|: 5.0e-16 Ry bohr^1.5
overlap, pair and turned pair: 0.069980 0.069980
P2-weighted, same pairs: 0.019245 -0.008703
done: every assertion held
```
